# Delta-kick spectrum of a small PAW matrix model

## Problem

One electron moves on four sites at \(x=-2,-1,1,2\) bohr. The all-electron Hamiltonian \(h\) has site energies \(-0.5,-0.3,-0.1,0.2\) Ha and hopping \(-t\) between neighbouring sites, with \(t=0.2\) Ha. Sites 1 and 2 form an augmentation sphere with two smooth and two true partial waves, written as amplitudes on these sites:

\[
\tilde\phi_1=(0.6,0.8),\quad \tilde\phi_2=(1.0,-0.5),\quad
\phi_1=(1.0,0.6),\quad \phi_2=(0.8,-0.9).
\]

The projectors satisfy \(\langle p_i|\tilde\phi_j\rangle=\delta_{ij}\). A smooth state \(\psi\) represents the all-electron state \(\Psi=T\psi\), where

\[
T=1+\sum_j\big(|\phi_j\rangle-|\tilde\phi_j\rangle\big)\langle p_j| .
\]

Define \(S=T^\dagger T\), \(H=T^\dagger hT\) and \(D=T^\dagger xT\). The stationary states obey

\[
Hc_n=\varepsilon_nSc_n,\qquad c_m^\dagger Sc_n=\delta_{mn}.
\]

At \(t=0\) the ground state \(c_0\) receives a weak pulse with potential energy \(K\delta(t)x\). Find the correct kick of the smooth state, propagate it, and recover from the dipole signal the excitation energies \(\omega_n=\varepsilon_n-\varepsilon_0\) and strengths \(f_n=2\omega_n|D_{n0}|^2\), with \(D_{n0}=c_n^\dagger Dc_0\).

Atomic units are used, so \(K\) is in 1/bohr. All matrices are real. The strength is per electron, for polarization along \(x\). The Hamiltonian is frozen and the nuclei are fixed, so \(T\) is constant in time. If \(H\) followed the density, the lines would be those of the interacting response, not eigenvalue differences.

## First estimate by scaling

Energies scale with the hopping and the site-energy difference, lengths with the spacing \(d\), and a strength as energy times length squared. The two lowest sites supply the prefactors. They have \(\Delta=0.2\) Ha and \(d=1\) bohr. Relative to their mean energy,

\[
h_2=\begin{pmatrix}-\Delta/2&-t\\-t&\Delta/2\end{pmatrix},\qquad
\omega=\sqrt{\Delta^2+4t^2}=\sqrt{0.20}=0.447\ \text{Ha}.
\]

The ground state is \((\cos\theta,\sin\theta)\) with \(\sin2\theta=2t/\omega\), and the excited state is \((-\sin\theta,\cos\theta)\). The origin does not affect a transition dipole, so

\[
|x_{10}|=d\sin\theta\cos\theta=\frac{td}{\omega}=0.447\ \text{bohr},\qquad
f=2\omega|x_{10}|^2=\frac{2t^2d^2}{\omega}=0.179 .
\]

One strong line near 0.45 Ha is therefore expected, with a strength of about 0.2.

## Exact solution

**The matrices.** Two partial waves span the two-site sphere, so \(\sum_j|\tilde\phi_j\rangle\langle p_j|\) is the identity there. Hence \(T=\sum_j|\phi_j\rangle\langle p_j|\) inside and \(T=1\) outside. A site-diagonal operator \(A\) does not connect the two regions. Replacing its inner part by the transformed one gives

\[
T^\dagger AT=A+\sum_{ij}|p_i\rangle\big(\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle\big)\langle p_j| .
\]

With \(A=1\) this is \(S\), and with \(A=x\) it is \(D\). Hopping crosses the sphere boundary, so \(H\) is formed directly as \(T^\dagger hT\). On sites 1 and 2,

\[
T=\begin{pmatrix}1.0364&0.4727\\-0.3818&1.0364\end{pmatrix},\qquad
S=\begin{pmatrix}1.2198&0.0942\\0.0942&1.2975\end{pmatrix}.
\]

For instance, \(S_{11}=1.0364^2+0.3818^2=1.220\) and \(D_{11}=-2(1.0364)^2-(0.3818)^2=-2.294\) bohr.

**The kick.** Insert \(\Psi=T\psi\) into \(i\dot\Psi=[h+K\delta(t)x]\Psi\) and multiply by \(T^\dagger\):

\[
iS\dot\psi=[H+K\delta(t)D]\psi .
\]

Replace \(\delta(t)\) by a pulse \(g(t)\) of unit area and duration \(\tau\). The contribution of \(H\) during the pulse vanishes as \(\tau\to0\). What remains is \(i\dot\psi=Kg(t)S^{-1}D\psi\), whose generator commutes with itself at different times. Integration gives

\[
\boxed{\psi(0^+)=e^{-iKS^{-1}D}c_0 } .
\]

Put \(A=S^{-1}D\). Then \(SA=D=A^\dagger S\), and during the pulse

\[
\frac{d}{dt}(\psi^\dagger S\psi)=iKg\,\psi^\dagger(A^\dagger S-SA)\psi=0 .
\]

The kick thus conserves the S-norm. Here \(T\) is square and invertible, so

\[
S^{-1}D=T^{-1}(T^\dagger)^{-1}T^\dagger xT=T^{-1}xT,
\qquad Te^{-iKS^{-1}D}=e^{-iKx}T .
\]

The smooth kick reproduces the all-electron phase factor \(e^{-iKx}\), which for a continuum electron is a momentum change \(-K\).

**The linear signal.** Let \(C\) contain the \(c_n\) as columns. Since \(C\) is square and \(C^\dagger SC=1\), also \(CC^\dagger S=1\), or \(S^{-1}=\sum_nc_nc_n^\dagger\). To first order,

\[
\psi(0^+)=c_0-iKS^{-1}Dc_0=c_0-iK\sum_nc_nD_{n0}.
\]

Each \(c_n\) acquires the phase \(e^{-i\varepsilon_nt}\), so

\[
\psi(t)=e^{-i\varepsilon_0t}\Big[c_0-iK\sum_nc_nD_{n0}e^{-i\omega_nt}\Big].
\]

The first-order change of \(d(t)=\psi^\dagger D\psi\) is

\[
\delta d(t)=2\,\mathrm{Re}\Big[-iK\sum_n|D_{n0}|^2e^{-i\omega_nt}\Big]
=-2K\sum_{n>0}|D_{n0}|^2\sin\omega_nt .
\]

The \(n=0\) term is imaginary inside the bracket and drops out.

A finite kick adds higher orders, \(d=d_0+Kd_1+K^2d_2+K^3d_3+\dots\). Two opposite kicks remove the even ones:

\[
R(t)=\frac{d(t;-K)-d(t;K)}{2K}=-d_1-K^2d_3+\dots
=2\sum_{n>0}|D_{n0}|^2\sin\omega_nt+O(K^2).
\]

When \(K\) is halved from 0.04 to 0.02 /bohr, the largest deviation from the linear signal falls by a factor 2.00 for the single-kick estimate \(-[d(t;K)-d_0]/K=-d_1-Kd_2-\dots\), whose error is of order \(K\), and by 4.00 for \(R\), whose error is of order \(K^2\). The spectrum below uses \(K=10^{-4}\) /bohr.

**Propagation.** In exact propagation, replacing \(H\) by \(H-\varepsilon_0S\) multiplies \(\psi\) by a common phase and leaves \(d(t)\) unchanged. The Crank–Nicolson step is

\[
\Big[S+\tfrac{i\Delta t}{2}(H-\varepsilon_0S)\Big]\psi_{j+1}
=\Big[S-\tfrac{i\Delta t}{2}(H-\varepsilon_0S)\Big]\psi_j .
\]

Because \((H-\varepsilon_0S)c_n=\omega_nSc_n\), one step multiplies \(c_n\) by

\[
\frac{1-i\omega_n\Delta t/2}{1+i\omega_n\Delta t/2}
=e^{-2i\arctan(\omega_n\Delta t/2)} .
\]

The modulus is one, so the amplitudes do not decay. The frequency in the signal is \(\Omega_n\), from which the true one follows:

\[
\Omega_n=\frac2{\Delta t}\arctan\frac{\omega_n\Delta t}{2},\qquad
\omega_n=\frac2{\Delta t}\tan\frac{\Omega_n\Delta t}{2}.
\]

Without the shift by \(\varepsilon_0S\), the signal frequency would be \((2/\Delta t)[\arctan(\varepsilon_n\Delta t/2)-\arctan(\varepsilon_0\Delta t/2)]\), and the time-step error would depend on the zero of energy.

**Reading the lines.** With \(t_j=j\Delta t\), form

\[
G(w)=\eta\sqrt{\frac2\pi}\,\Delta t\sum_jR(t_j)\sin(wt_j)e^{-\eta^2t_j^2/2}.
\]

Approximate the sum by an integral and use

\[
2\sin\Omega t\sin wt=\cos(w-\Omega)t-\cos(w+\Omega)t,
\qquad
\int_0^\infty\!\cos(at)e^{-\eta^2t^2/2}dt=\frac1\eta\sqrt{\frac\pi2}\,e^{-a^2/2\eta^2}.
\]

The prefactors cancel:

\[
G(w)=\sum_{n>0}|D_{n0}|^2\Big[e^{-(w-\Omega_n)^2/2\eta^2}-e^{-(w+\Omega_n)^2/2\eta^2}\Big].
\]

An isolated line has height \(|D_{n0}|^2\). Sampling repeats the spectrum at intervals \(2\pi/\Delta t\), about 31 Ha for \(\Delta t=0.2\), far from these lines. With \(\eta=0.02\) Ha the full width at half maximum is 0.047 Ha. After 2000 steps, at 400 a.u. of time, the window has fallen to \(1.3\times10^{-14}\), so the cutoff is harmless.

The signal has three maxima in the searched range, 0.1 to 1.3 Ha. The first lies at \(\Omega_1=0.320102\) Ha and has height 0.58911 bohr². Therefore

\[
\omega_1=10\tan(0.0320102)=0.32021\ \text{Ha},\qquad
f_1=2(0.32021)(0.58911)=0.3773 .
\]

Treating the others in the same way gives

| Line | \(\omega_n\) (Ha) | \(\lvert D_{n0}\rvert^2\) (bohr²) | \(f_n\) |
|---|---:|---:|---:|
| 1 | 0.3202 | 0.5891 | 0.3773 |
| 2 | 0.6101 | 0.01382 | 0.0169 |
| 3 | 0.9646 | 0.00309 | 0.0060 |

The energies are 8.713, 16.601 and 26.247 eV. Direct diagonalization gives the same values to the digits shown. The time-step correction is largest for line 3, whose uncorrected position is 0.9616 Ha. Lines closer together than about their width would need a smaller \(\eta\), and also a longer run if the window then no longer decays before the signal ends. A line with \(D_{n0}=0\) is absent from the linear signal.

## Comparison with the estimate

The estimate found one strong line, but its energy, 0.447 Ha, is 40% above the exact 0.320 Ha, and its strength, 0.179, is less than half of 0.377. Both differences can be traced to sites 3 and 4.

For the energy, the isolated pair has levels \(-0.4\mp0.2236\), or \(-0.624\) and \(-0.176\) Ha. The full model has \(-0.649\) and \(-0.329\) Ha. The ground level is lowered by only 0.025 Ha. The excited level changes character. Sites 3 and 4 alone have levels \(0.05\mp0.25\), or \(-0.200\) and \(0.300\) Ha, so their lower level lies 0.024 Ha below the excited level of the pair. The middle bond mixes these two nearly degenerate states and pushes them apart. This mixing alone would give \(-0.341\) and \(-0.036\) Ha; coupling to the other two states as well gives the full-model levels, \(-0.329\) and \(-0.039\) Ha. The state at \(-0.329\) Ha has weight 0.50 on the excited state of the pair and 0.45 on the lower state of sites 3 and 4. It lies 0.152 Ha below the excited level of the pair, so the first gap is smaller by \(0.152-0.025=0.127\) Ha.

For the strength, use the sum over all lines. Let \(v=Tc_0\), so \(hv=\varepsilon_0v\). By completeness,

\[
\sum_nf_n=2c_0^\dagger DS^{-1}(H-\varepsilon_0S)S^{-1}Dc_0
=2v^\dagger x(h-\varepsilon_0)xv,
\]

where \(S^{-1}Dc_0=T^{-1}xv\) was used. Write \(2\varepsilon_0v^\dagger x^2v=v^\dagger(x^2h+hx^2)v\). Then

\[
\sum_nf_n=\sum_{ij}h_{ij}v_iv_j(2x_ix_j-x_i^2-x_j^2)
=-\sum_{ij}h_{ij}(x_i-x_j)^2v_iv_j .
\]

Each bond contributes \(2t\,d_{ij}^2v_iv_j\). Diagonalization gives \(c_0=(0.4255,0.7161,0.2311,0.0545)\), with its overall sign chosen positive. Multiplying by \(T\) gives \(v=(0.7795,0.5796,0.2311,0.0545)\). Thus

\[
\sum_nf_n=0.4\,[\,1(0.4518)+4(0.1340)+1(0.0126)\,]
=0.181+0.214+0.005=0.400 .
\]

The two-site value 0.179 nearly equals the contribution of the first bond. It misses the middle bond, where a small amplitude product is multiplied by \(d^2=4\) bohr². The sum of the recovered strengths is also 0.400. It is not one. The sum is the ground-state expectation value of \([x,[h,x]]\). For a continuum electron with kinetic energy plus a local potential this commutator equals one, so the sum is one in every state; for this hopping Hamiltonian the commutator is a different operator, and its expectation value depends on the hopping, the bond lengths and the state.

## What \(S^{-1}\) changes

If the kick were \(e^{-iKD}\), the first-order amplitude of \(c_n\) would be \(-iK\,c_n^\dagger SDc_0\), and the line height would become

\[
D_{0n}\,c_n^\dagger SDc_0
=|D_{n0}|^2+D_{0n}\,c_n^\dagger(S-1)Dc_0 .
\]

The diagonal elements of \(S-1\) in the sphere are 0.22 and 0.30, which suggests errors of 20–30%. The heights are in fact 0.711, 0.01752 and 0.00451 bohr², too large by 21%, 27% and 46% relative to the correct ones. The agreement for the first two lines is an accident of the chosen origin, as shown next, and the estimate is no bound: \(c_n^\dagger(S-1)Dc_0\) need not be small when \(D_{n0}\) is small. The S-norm also changes, by \(-5.1\times10^{-4}\) at \(K=0.1\) /bohr.

Moving the origin exposes the fault. Under \(x\to x+a\), \(D\to D+aS\). The correct generator becomes \(S^{-1}D+a\), which adds the common phase \(e^{-iKa}\). The faulty one adds \(aD_{0n}c_n^\dagger S^2c_0\) to the height, and this need not vanish, since the states are orthogonal with respect to \(S\), not \(S^2\). For \(a=2\) bohr the heights become 0.613, 0.00609 and 0.00199 bohr², that is +4%, −56% and −36% relative to the correct ones, so both the size and the sign of the error depend on the origin.

The correct kick does not repair an incomplete basis. Let the columns of \(B\) be site 1, site 2 and the normalized sum of sites 3 and 4, and let \(S_B=B^\dagger SB\), \(D_B=B^\dagger DB\). For a coefficient vector \(b\), the part of \(x\Psi\) that the basis cannot hold is

\[
r=xTBb-TBS_B^{-1}D_Bb,\qquad
(TB)^\dagger r=D_Bb-S_BS_B^{-1}D_Bb=0 .
\]

The generator therefore gives the orthogonal projection of \(x\Psi\) onto the basis. For the truncated ground state, \(\|r\|=0.081\) bohr. The excitation energies are now 0.358 and 0.599 Ha, with strengths 0.329 and 0.010. The numerical check confirms that the kicked signal follows this truncated eigenproblem, so the shift of the first line from 0.320 to 0.358 Ha is a basis error, which longer propagation cannot remove. This truncation lies outside the sphere, and the partial waves remain complete. Too few partial waves, the usual case in real PAW datasets, cause a different error: the sphere-correction formulas for \(S\) and \(D\) then no longer equal \(T^\dagger T\) and \(T^\dagger xT\), so the kick still conserves the S-norm but no longer reproduces \(e^{-iKx}\) exactly.

## Computed results

```
site positions (bohr): -2.0 -1.0 1.0 2.0
site energies (Ha): -0.5 -0.3 -0.1 0.2 ; hopping (Ha): -0.2
partial wave 1 on sites 1,2: smooth 0.6 0.8 ; true 1.0 0.6 ; projector 0.454545 0.909091
partial wave 2 on sites 1,2: smooth 1.0 -0.5 ; true 0.8 -0.9 ; projector 0.727273 -0.545455
T (1) row 1: 1.036364 0.472727 0.000000 0.000000
T (1) row 2: -0.381818 1.036364 0.000000 0.000000
T (1) row 3: 0.000000 0.000000 1.000000 0.000000
T (1) row 4: 0.000000 0.000000 0.000000 1.000000
S (1) row 1: 1.219835 0.094215 0.000000 0.000000
S (1) row 2: 0.094215 1.297521 0.000000 0.000000
S (1) row 3: 0.000000 0.000000 1.000000 0.000000
S (1) row 4: 0.000000 0.000000 0.000000 1.000000
H (Ha) row 1: -0.422479 -0.304959 0.076364 0.000000
H (Ha) row 2: -0.304959 -0.629917 -0.207273 0.000000
H (Ha) row 3: 0.076364 -0.207273 -0.100000 -0.200000
H (Ha) row 4: 0.000000 0.000000 -0.200000 0.200000
D (bohr) row 1: -2.293884 -0.584132 0.000000 0.000000
D (bohr) row 2: -0.584132 -1.520992 0.000000 0.000000
D (bohr) row 3: 0.000000 0.000000 1.000000 0.000000
D (bohr) row 4: 0.000000 0.000000 0.000000 2.000000
S^-1 D (bohr) row 1: -1.856126 -0.390514 0.000000 0.000000
S^-1 D (bohr) row 2: -0.315415 -1.143874 0.000000 0.000000
S^-1 D (bohr) row 3: 0.000000 0.000000 1.000000 0.000000
S^-1 D (bohr) row 4: 0.000000 0.000000 0.000000 2.000000
generalized eigenvalues (Ha): -0.648716 -0.328505 -0.038628 0.315848
ground vector c0, sign arbitrary: -0.425535 -0.716070 -0.231120 -0.054463
K = 1.0e-04 1/bohr; dt = 0.2 a.u.; steps = 2000; total time = 400 a.u.
eta = 0.02 Ha; line FWHM = 0.04710 Ha; window at end = 1.3e-14
line 1 energy (Ha): raw 0.320102, corrected 0.320211, direct 0.320211
line 1 |D_n0|^2 (bohr^2): signal 0.5891138, direct 0.5891138
line 1 strength f (1): signal 0.377282, direct 0.377282
line 2 energy (Ha): raw 0.609333, corrected 0.610088, direct 0.610088
line 2 |D_n0|^2 (bohr^2): signal 0.0138233, direct 0.0138233
line 2 strength f (1): signal 0.016867, direct 0.016867
line 3 energy (Ha): raw 0.961590, corrected 0.964564, direct 0.964564
line 3 |D_n0|^2 (bohr^2): signal 0.0030905, direct 0.0030905
line 3 strength f (1): signal 0.005962, direct 0.005962
recovered energies (eV): 8.7134 16.6013 26.2471
raw energies without energy shift (Ha): 0.319422 0.609181 0.963552
total strength (1): signal 0.400111, double commutator 0.400111
S-norm error at K = 0.1 1/bohr: correct kick below 1e-12: True ; without S^-1 -5.065e-04
heights without S^-1 (bohr^2): 0.711121 0.017519 0.004514
same, D + aS with a = 2.0 bohr (bohr^2): 0.612656 0.006088 0.001987
error ratio on halving K from 0.04 to 0.02 1/bohr: single kick 2.001, opposite pair 3.997
truncated basis energies (Ha): 0.358411 0.598915 ; strengths (1): 0.329146 0.010026
truncated basis, norm of lost part of x psi (bohr): 0.080687
```
